\section*{Energy Balance Does Not Prove Convergence in Coupled-Wave Mask Calculations}

\section{A balanced sum and a wrong mask}

Suppose a coupled-wave calculation of a transparent phase-shift mask is accepted because its diffraction efficiencies sum to one. For the mask below, keeping three orders gives a sum that misses one by $2\times10^{-16}$. Yet the transmitted zero order comes out as $0.119$ where the converged value is $0.033$, and the image contrast computed from the orders is $0.78$ instead of $0.50$. Every later decision about dose or etch depth would inherit these errors.

The mask is a chromeless grating etched into fused silica. The wavelength is $\lambda=193$ nm, the pitch $\Lambda=360$ nm, the ridge width $w=100$ nm, the etch depth $d=172$ nm and the silica index $1.56$. Light arrives through the silica, in the plane of periodicity, and the zero order leaves into air with sine $0.25$. All permittivities are real.

With $k_0=2\pi/\lambda$, order $n$ has transverse wavenumber $k_0\alpha_n$, where
\begin{equation}
\alpha_n=0.25+n\lambda/\Lambda .
\end{equation}
It propagates in a medium of permittivity $\epsilon$ if $\alpha_n^2<\epsilon$. This admits orders $-3$ to $2$ in silica and $-2$ to $1$ in air. A truncated calculation keeps orders $-N$ to $N$.

\subsection*{The extreme truncation, by hand}

Take $N=0$ and the electric field along the grooves (TE). One order sees only the mean permittivity,
\begin{equation}
\bar\epsilon=1+(1.56^2-1)\frac{100}{360}=1.3982 ,
\end{equation}
so the grating has become a uniform film. Let $\zeta=k_0z$ be the scaled depth, $D=k_0d$, $U=E_y$ and $V=-i\,dU/d\zeta$. Both $U$ and $V$ are continuous. Write $y_1,y_2,y_3$ for $\sqrt{\epsilon-0.25^2}$ in silica, film and air. In the film $U'=iV$ and $V'=iy_2^2U$. The solution that leaves as a single wave, $U(D)=t$ and $V(D)=y_3t$, is
\begin{align}
U(\zeta)&=t\left[\cos y_2(D-\zeta)-i\frac{y_3}{y_2}\sin y_2(D-\zeta)\right],\\
V(\zeta)&=t\left[y_3\cos y_2(D-\zeta)-iy_2\sin y_2(D-\zeta)\right].
\end{align}
At the entrance $U(0)=1+r$ and $V(0)=y_1(1-r)$. With $c=\cos y_2D$ and $s=\sin y_2D$, the sum and difference of $y_1U(0)$ and $V(0)$ are
\begin{align}
2y_1&=t\left[(y_1+y_3)c-i\left(\frac{y_1y_3}{y_2}+y_2\right)s\right]\equiv t\,P,\\
2y_1r&=t\left[(y_1-y_3)c-i\left(\frac{y_1y_3}{y_2}-y_2\right)s\right]\equiv t\,Q .
\end{align}
Hence $R_0=|r|^2=|Q|^2/|P|^2$ and $T_0=(y_3/y_1)|t|^2=4y_1y_3/|P|^2$. Since $(a+b)^2-(a-b)^2=4ab$ applies to both brackets,
\begin{equation}
|P|^2-|Q|^2=4y_1y_3c^2+4y_1y_3s^2=4y_1y_3,
\end{equation}
and $R_0+T_0=1$ identically. The numbers are $y_1=1.540$, $y_2=1.156$, $y_3=0.968$ and $y_2D=6.472$, which give $|P|^2=6.280$ and
\begin{equation}
T_0=\frac{4(1.540)(0.968)}{6.280}=0.950 .
\end{equation}
The converged value is $0.033$. The balance is perfect, the zero order is too large by a factor of $29$, and the diffraction that makes the object a mask is absent.

\subsection*{More orders}

The converged values come from a different discretization. The field in the grating is expanded in polynomials on each side of the permittivity jumps and matched to plane waves, so no Fourier series of $\epsilon$ enters. Refining this reference changes its efficiencies by at most $1\times10^{-8}$ in TE and $9\times10^{-6}$ with the magnetic field along the grooves (TM). For TE:

\begin{center}
\begin{tabular}{rcccc}
$N$ & $|\mathrm{sum}-1|$ & $T_0$ & $T_{-1}$ & largest error\\
0 & $2\times10^{-16}$ & 0.9497 & 0 & 0.92\\
1 & $2\times10^{-16}$ & 0.1193 & 0.5059 & 0.086\\
2 & $2\times10^{-16}$ & 0.0376 & 0.4916 & 0.038\\
3 & $4\times10^{-16}$ & 0.0333 & 0.4701 & 0.016\\
10 & $7\times10^{-16}$ & 0.0332 & 0.4574 & 0.0003\\
\end{tabular}
\end{center}

The last column is the largest absolute error over all propagating orders, a missing order counting as zero. At $N=1$ the missing propagating orders should carry $0.073$ of the incident power; the calculation hands that power to the orders it has kept. At $N=3$ the zero order is within one per cent of its limit while $T_{-1}$ is still $3$ per cent high, so one accurate order does not vouch for another. Nor has the zero order settled: at $N=5$ it is $0.0338$, again $2$ per cent off.

\section{The correct statement}

Let a grating of real permittivity, made of one or more lamellar layers, lie between lossless half-spaces, and let one propagating order be incident. If the truncated layer matrices $B$ and $C$ defined below are Hermitian and the resulting linear system has a unique solution, the efficiencies of the retained orders sum to one for every $N$, apart from rounding. The sum then contains no information about truncation error.

\subsection*{Layer equations}

With time factor $e^{-i\omega t}$, lengths in units of $1/k_0$ and the magnetic field multiplied by the vacuum impedance, Maxwell's equations are $\nabla\times\mathbf E=i\mathbf H$ and $\nabla\times\mathbf H=-i\epsilon\mathbf E$. Let $\xi=k_0x$, with $x$ along the periodicity.

For TE put $U=E_y$, $V=-H_x$. The $x$ and $z$ components of the first equation give $\partial_\zeta U=iV$ and $H_z=-i\partial_\xi U$. The $y$ component of the second, $\partial_\zeta H_x-\partial_\xi H_z=-i\epsilon E_y$, becomes $\partial_\zeta V=i(\epsilon+\partial_\xi^2)U$.

For TM put $U=H_y$, $V=E_x$. The second equation gives $\partial_\zeta U=i\epsilon V$ and $E_z=i\epsilon^{-1}\partial_\xi U$. The $y$ component of the first, $\partial_\zeta E_x-\partial_\xi E_z=iH_y$, becomes $\partial_\zeta V=i(1+\partial_\xi\epsilon^{-1}\partial_\xi)U$.

On the retained orders $\partial_\xi$ becomes $i\alpha$, with $\alpha$ a real diagonal matrix, and multiplication by $f(x)$ becomes the matrix $[[f]]_{mn}=f_{m-n}$ of its Fourier coefficients. Both cases read
\begin{equation}
U'=iBV,\qquad V'=iCU, \label{eq:layer}
\end{equation}
with $B=1$, $C=[[\epsilon]]-\alpha^2$ for TE, and $C=1-\alpha[[\epsilon]]^{-1}\alpha$ for TM. In the TM matrix $C$, the relation $\epsilon E_z=i\partial_\xi U$ is truncated first and then solved for $E_z$, which gives $[[\epsilon]]^{-1}$ rather than $[[1/\epsilon]]$. The TM matrix $B$ may be $[[\epsilon]]$ (direct rule) or $[[1/\epsilon]]^{-1}$ (inverse rule).

For real $f$, $f_{-k}=f_k^*$, so $[[f]]$ is Hermitian at any size. So are its inverse and $\alpha[[\epsilon]]^{-1}\alpha$. The inverses exist for a dielectric, because $v^\dagger[[f]]v$ is the average over a period of $f\,|\sum_nv_ne^{2\pi inx/\Lambda}|^2$, which is positive if $f>0$. If $\epsilon$ changes sign, as in an idealized lossless metal, existence must be assumed.

\subsection*{Proof}

Take two solutions of \eqref{eq:layer}. Using $B^\dagger=B$ and $C^\dagger=C$,
\begin{align}
\frac{d}{d\zeta}\left(U_1^\dagger V_2+V_1^\dagger U_2\right)
={}&-iV_1^\dagger BV_2+iU_1^\dagger CU_2\nonumber\\
&-iU_1^\dagger CU_2+iV_1^\dagger BV_2=0 . \label{eq:cons}
\end{align}
$U$ and $V$ are continuous order by order at each interface, so the bracket has the same value at entrance and exit. For identical solutions it is $2\,\mathrm{Re}\,U^\dagger V$, proportional to the power flux along $z$.

Outside, a forward wave has $V_n=Y_nU_n$ and a backward wave $V_n=-Y_nU_n$. Here $Y_n=\beta_n$ (TE) or $\beta_n/\epsilon$ (TM), and $\beta_n=\sqrt{\epsilon-\alpha_n^2}$ with $\mathrm{Im}\,\beta_n\ge0$. At the entrance, with incident amplitudes $a$ in propagating orders, $U=a+r$ and $V=Y^i(a-r)$. A propagating order has real $Y^i_n$ and contributes
\begin{equation}
Y^i_n\left[(a_1+r_1)^*(a_2-r_2)+(a_1-r_1)^*(a_2+r_2)\right]_n
=2Y^i_n\left(a_1^*a_2-r_1^*r_2\right)_n ,
\end{equation}
the cross terms cancelling. An evanescent order has $a_n=0$ and imaginary $Y^i_n$; it contributes $-(Y^i_n+Y^{i*}_n)r_{1n}^*r_{2n}=0$. At the exit $U=t$ and $V=Y^ot$, which contributes $2\,\mathrm{Re}\,Y^o_n\,t_{1n}^*t_{2n}$. Equating the two ends,
\begin{equation}
\sum_n Y^i_na_{1n}^*a_{2n}=\sum_n\mathrm{Re}\,Y^i_n\,r_{1n}^*r_{2n}+\sum_n\mathrm{Re}\,Y^o_n\,t_{1n}^*t_{2n}. \label{eq:iso}
\end{equation}
For one unit wave in order $0$, division by $Y^i_0$ gives $1=\sum_nR_n+\sum_nT_n$, with $R_n=\mathrm{Re}\,Y^i_n|r_n|^2/Y^i_0$ and $T_n=\mathrm{Re}\,Y^o_n|t_n|^2/Y^i_0$. The size of $N$ was never used.

\section{What the sum can and cannot see}

Equation \eqref{eq:iso} says that, in flux-normalized amplitudes, the map from incoming to outgoing channels preserves lengths and angles. Truncation replaces the true map by another of the same kind. The energy sum measures the length of the outgoing vector, whereas the error lies in its direction.

The proof needs Hermitian matrices, not Maxwell's equations. Replacing $C$ by a random Hermitian matrix on nine orders, with $B=1$, leaves the sum within $9\times10^{-16}$ of one. The sum can detect broken Hermiticity: lowering the element of $C$ that couples order $1$ into order $0$ by ten per cent, without its mirror element, shifts the TE sum at $N=10$ by $0.045$. Detection is not assured, however: for about 95 per cent of the off-diagonal elements the same slip shifts the sum by less than $10^{-3}$. For the truncation treated here, a sum that differs from one by more than rounding in a lossless problem thus signals a fault, but a sum close to one excludes neither a fault that keeps the matrices Hermitian nor every fault that does not. Other sound schemes need not balance exactly: matching $2N+1$ exact layer modes to $2N+1$ plane waves in both fields misses one by about $2\times10^{-4}$ at $N=3$ in TE, and the miss shrinks as $N$ grows.

If a single outgoing channel can carry power, as in total reflection with one propagating order, conservation does fix its efficiency at one. The phase of that order can still be wrong.

With absorption, $\epsilon=\epsilon'+i\epsilon''$, the TE version of \eqref{eq:cons} becomes $d\,\mathrm{Re}(U^\dagger V)/d\zeta=-U^\dagger[[\epsilon'']]U$, so
\begin{equation}
1-\sum_nR_n-\sum_nT_n=\frac{1}{Y^i_0}\int_0^D U^\dagger[[\epsilon'']]U\,d\zeta .
\end{equation}
The right side is the absorption computed from the same truncated field. Adding it restores a sum of one at every $N$, again without evidence of convergence.

\subsection*{Reciprocity is no substitute}

For a grating with $\epsilon(x)=\epsilon(-x)$, $B$ and $C$ are real and symmetric and do not change when all $\alpha_n$ reverse sign. Let solution 1 have a unit wave entering from silica in order $0$. Let solution 2, with reversed $\alpha_n$, have a unit wave entering from air in order $-1$ and transmitted amplitudes $t'$. As in \eqref{eq:cons}, but with transposes,
\begin{equation}
\frac{d}{d\zeta}\left(U_1^TV_2-V_1^TU_2\right)=i\left(V_1^TBV_2+U_1^TCU_2-U_1^TCU_2-V_1^TBV_2\right)=0 .
\end{equation}
The bracket is $-2Y^i_0t'_0$ at the silica side and $-2Y^o_{-1}t_{-1}$ at the air side. Equality makes the efficiencies $Y^o_{-1}|t_{-1}|^2/Y^i_0$ and $Y^i_0|t'_0|^2/Y^o_{-1}$ equal for any $N$. In TM at $N=2$ (inverse rule) both are $0.3760$, while the reference is $0.3827$.

\section{Evidence that does bear on convergence}

The useful quantity is the change of each wanted order as $N$ grows, and in TM the product rule matters. At a vertical wall $\epsilon$ and $E_x$ jump while $D_x=\epsilon E_x$ is continuous, so the Fourier coefficients of $D_x$ fall off faster than those of $E_x$. The direct rule discards the slowly decaying coefficients of $E_x$. The inverse rule writes $E_x=\epsilon^{-1}D_x$, discards the smaller coefficients of $D_x$, and then inverts. The largest TM errors are:

\begin{center}
\begin{tabular}{rcc}
$N$ & inverse rule & direct rule\\
1 & 0.31 & 0.11\\
10 & 0.0002 & 0.0073\\
20 & 0.0001 & 0.0036\\
40 & 0.00002 & 0.0019\\
\end{tabular}
\end{center}

At $N=1$ the direct rule happens to be closer; the advantage of the inverse rule appears as $N$ grows. Both balance energy to $3\times10^{-14}$ or better throughout. The last inverse-rule entry is close to the uncertainty of the TM reference.

The direct-rule error roughly halves when $N$ doubles. For an error $K/N$, the change from $N/2$ to $N$ is $2K/N-K/N=K/N$, as large as the error that remains. From $N=20$ to $40$ the largest change is indeed $0.0017$, against a remaining error of $0.0019$. A small change is therefore evidence, not a bound. Agreement with a different discretization is stronger evidence.

\section{The mask in its setting}

The parameters are rough values in the regime of 193 nm immersion lithography with fourfold reduction, where a numerical aperture of $1.35$ accepts sines up to about $0.34$ at the mask. Orders $0$ and $-1$, at $0.25$ and $-0.286$, enter the lens; the other orders miss it. For TE and one source point, ignoring lens corrections, the two-beam contrast $2|t_0t_{-1}|/(|t_0|^2+|t_{-1}|^2)$ is $0$, $0.78$, $0.51$ and $0.50$ for $N=0,1,2,3$. The neglected corrections are not negligible: the factor that conserves the power of each order through a fourfold reduction into water lowers the $N=1$ value to about $0.74$ and the converged value to about $0.47$, while the gap between them remains.

Real masks depart from the model. With the rest held fixed, etching 3 nm deeper changes the TE $T_0$ by $-0.0065$, a fifth of its value, and $T_{-1}$ by $+0.0098$. Sidewalls at 86 degrees with the same mean width, modelled by four slices, change them by $+0.0023$ and $-0.0012$. Four slices give only the sign and rough size: with 48 slices the changes are $+0.0025$ and $-0.0018$. The $N=1$ error in $T_0$, $0.086$, is thirteen times the etch effect. Reflection of the incoming light at the back of the plate, about $5$ per cent at normal incidence, and bulk absorption reduce the power that reaches the grating. For an assumed absorption coefficient of $0.01$ per cm, a plate of 6.35 mm absorbs about $0.6$ per cent, and absorption within the etch depth is of order $10^{-7}$. Light that the grating reflects into the plate and the back face returns, oblique incidence out of the plane, roughness and the pellicle are left out. The numerical output below lists the converged transmitted orders and further truncations.

\section*{Computed results}
\begin{verbatim}
wavelength 193.0 nm, pitch 360.0 nm, ridge 100.0 nm
etch depth 172.0 nm, silica index 1.56, sine in air 0.25
depth for half-wave phase: 172.3 nm
propagating orders: silica [-3, -2, -1, 0, 1, 2]  air [-2, -1, 0, 1]
sine in air of order -1: -0.2861
TE reference: T-2..T1 = [0.0581 0.4573 0.0331 0.3736] sum R = 0.0779
   largest change on refining the reference: 9.5e-09
TM reference: T-2..T1 = [0.1053 0.3827 0.1753 0.2989] sum R = 0.0378
   largest change on refining the reference: 8.9e-06
columns: N, sum-1, T0, T-1, change from row above, largest error
TE
  0   2.2e-16 0.94970 0.00000    -    9.2e-01
  1   2.2e-16 0.11927 0.50594 8.3e-01 8.6e-02
  2  -2.2e-16 0.03757 0.49159 8.2e-02 3.8e-02
  3   4.4e-16 0.03334 0.47012 2.2e-02 1.6e-02
  5   0.0e+00 0.03379 0.45762 1.4e-02 1.6e-03
 10   6.7e-16 0.03319 0.45739 1.3e-03 2.8e-04
 20  -5.2e-15 0.03313 0.45729 2.5e-04 3.5e-05
 40   1.6e-15 0.03312 0.45729 3.1e-05 4.2e-06
TM, inverse rule
  0  -2.2e-16 0.95832 0.00000    -    7.8e-01
  1   8.9e-16 0.48103 0.26488 4.8e-01 3.1e-01
  2   0.0e+00 0.24000 0.37604 2.4e-01 6.5e-02
  3   2.2e-16 0.17676 0.39345 6.3e-02 1.1e-02
  5  -1.1e-15 0.17983 0.38065 1.3e-02 4.5e-03
 10  -1.4e-15 0.17549 0.38278 4.3e-03 1.9e-04
 20  -2.2e-15 0.17539 0.38268 1.0e-04 8.6e-05
 40  -1.5e-14 0.17532 0.38270 7.0e-05 1.6e-05
TM, direct rule
  0   2.2e-16 0.95746 0.00000    -    7.8e-01
  1   4.4e-16 0.24578 0.43003 7.1e-01 1.1e-01
  2  -1.1e-16 0.16581 0.41224 8.0e-02 3.8e-02
  3   8.9e-16 0.15404 0.40159 2.4e-02 2.1e-02
  5   0.0e+00 0.16406 0.38822 1.3e-02 1.1e-02
 10   1.6e-15 0.16801 0.38692 4.8e-03 7.3e-03
 20   7.1e-15 0.17171 0.38466 3.7e-03 3.6e-03
 40  -3.0e-14 0.17344 0.38376 1.7e-03 1.9e-03
largest energy defect in the tables: 3.0e-14
TE power in propagating orders absent at N=1: 0.0733
TE image contrast, N=0,1,2,3: [0.0, 0.7833, 0.5114, 0.4951] reference 0.4996
mean permittivity 1.3982, film formula T0 = 0.94970
TM N=2: departure from isometry 4.4e-16
TM N=2: T-1 forward 0.37604, reversed 0.37604, reference 0.38270
random Hermitian layer: sum-1 = 8.9e-16, T0 = 0.0043
one matrix element 10% off, one side only: sum-1 = 4.5e-02
etch 3 nm deeper: change of T0 -0.0065, of T-1 +0.0098
86 degree sidewalls: change of T0 +0.0023, of T-1 -0.0012
back-surface reflection, normal incidence: 0.0479
plate absorption (0.01/cm, 0.635 cm, rough): 0.0063
absorption over the etch depth: 1.7e-07
\end{verbatim}
